# Two trap profiles can share one charge-pumping curve

**Comment on the lateral trap profile inferred from a pulse-top sweep**

The argument under review is this. In an n-channel MOSFET, the pulse base is fixed in accumulation and the pulse top $V$ is raised. The channel turns on first where its local threshold is low, so each increment of $V$ adds the traps at one new position. The known threshold map then converts the pumping curve into a trap profile. Since the stress was applied near the drain, the source side is taken as fresh and the extra current is assigned to the drain side.

The first question is whether one increment of $V$ really adds one position. The second is what the measured curve determines if it does not.

## What the sweep measures

Source, drain and body are grounded. Let $x$ run from the source to the drain over the channel length $L$; $W$ is the channel width and $f$ the pulse frequency. $N(x)$ is the areal density of traps that keep their electrons through the falling edge and then recombine with holes at the base level. One such trap passes one charge $q$ per cycle.

The relevant threshold is the gate voltage at which traps fill during the pulse top, which I call $U(x)$. Let $c$ be the electron-capture coefficient, cross-section times thermal speed. With surface electron density $n$, an empty midgap trap fills in the top time $t_p$ with probability $1-e^{-cnt_p}$, since its emission is negligible here. Setting this to one half gives

$$n_h=\frac{\ln2}{ct_p}.$$

For a cross-section of $10^{-15}$ cm², a thermal speed of $10^7$ cm/s and $t_p=4.9$ µs,

$$n_h=\frac{0.693}{10^{-8}\times4.9\times10^{-6}}\ \mathrm{cm^{-3}}=1.415\times10^{13}\ \mathrm{cm^{-3}}.$$

Let $N_a$ be the local acceptor density, $n_i$ the intrinsic density, $V_T=k_BT/q$ and $\phi_F=V_T\ln(N_a/n_i)$. At surface potential $\psi$, Boltzmann statistics give $n=(n_i^2/N_a)e^{\psi/V_T}$. Hence $n=n_h$ requires

$$\psi_h=V_T\ln\frac{N_an_h}{n_i^2}=\phi_F+V_T\ln\frac{n_h}{n_i}.$$

For an n⁺ silicon gate, the flat-band voltage is $-E_g/2q-\phi_F$. The gate voltage is this value plus $\psi_h$ plus the depletion charge divided by the oxide capacitance $C_{ox}$. The two $\phi_F$ terms outside the root cancel:

$$U=-\frac{E_g}{2q}+V_T\ln\frac{n_h}{n_i}+\frac{\sqrt{2\varepsilon_sqN_a\psi_h}}{C_{ox}}.$$

Thus $U$ rises with local doping. It is not the strong-inversion threshold: at the doping maximum of the example below, $U=0.354$ V, while the same recipe at $\psi=2\phi_F$ gives a strong-inversion threshold of $0.747$ V (the numerical output lists $0.760$ V because it adds the inversion term without the majority-carrier term that cancels it there). The depletion charge used for $U$ omits that majority-carrier term, which replaces $\psi_h$ by $\psi_h-V_T$ under the root; including it lowers $U$ by 15 mV at the doping maximum and 6 mV at the ends.

If turn-on is treated as sharp and trap charge does not alter $U$, the current is

$$I(V)=qfW\int_0^L N(x)\,\Theta[V-U(x)]\,dx .$$

The derivative of the step is $\delta[V-U(x)]$, and each simple root $x_i$ of $U(x)=V$ contributes $1/|U'(x_i)|$. Therefore

$$\frac{1}{qfW}\frac{dI}{dV}=\sum_i\frac{N(x_i)}{|U'(x_i)|}.$$

If $U$ is monotonic there is one term, and $N=|U'|(dI/dV)/(qfW)$ follows. If $U$ rises from the source to a single maximum and then falls to the drain, there are two terms at each level that both flanks reach. The curve fixes only their sum. On a flat part of $U$ even less is known: all its traps enter together, and only their total is measured.

## Constructing the second profile

Let $\bar x(x)$ be the drain-flank point with the same level as the source-flank point $x$, so that $U(\bar x)=U(x)$. Differentiation gives

$$U'(\bar x)\frac{d\bar x}{dx}=U'(x),\qquad
\left|\frac{d\bar x}{dx}\right|=\frac{|U'(x)|}{|U'(\bar x)|}.$$

Take profile A to be a uniform density $N_0$ plus a non-negative packet $g$ on the drain flank. Profile B has the same $N_0$, no drain packet, and the source packet

$$\tilde g(x)=g(\bar x(x))\left|\frac{d\bar x}{dx}\right|.$$

Its contribution at any pulse top follows from the change of variable $y=\bar x(x)$:

$$\int_{\rm source}\tilde g(x)\Theta[V-U(x)]dx
=\int_{\rm drain}g(y)\Theta[V-U(y)]dy .$$

The step is unchanged because paired points have equal $U$, and the Jacobian turns $dx$ into $dy$. The two curves therefore agree at every $V$. So does the curve of every mixture $(1-\theta)N_A+\theta N_B$ with $0\le\theta\le1$, because $I$ is linear in $N$ in this model.

## A worked channel

Take round parameters: $L=2000$ nm, $W=100$ µm, a 10 nm oxide, 300 K, $f=100$ kHz, 100 ns edges and a base of $-2$ V. With $t=x/L$, the net acceptor density is

$$N_a=\left[0.5+2.5\cdot\tfrac{27}{4}\,t(1-t)^2\right]\times10^{17}\ \mathrm{cm^{-3}} .$$

It is $5\times10^{16}$ cm⁻³ at both ends and $3\times10^{17}$ cm⁻³ at $t=1/3$, or 667 nm. Correspondingly $U$ rises from $-0.087$ V to $0.354$ V and falls back.

Two points $t$ and $s$ have equal $U$ when $s(1-s)^2=t(1-t)^2$. Expanding, subtracting and removing the factor $s-t$ leaves

$$s^2-(2-t)s+(1-t)^2=0 .$$

The discriminant is $(2-t)^2-4(1-t)^2=t(4-3t)$. The root with the plus sign exceeds 1 for $0<t<1$, so the partner is

$$s=\frac{2-t-\sqrt{t(4-3t)}}{2},\qquad
\left|\frac{ds}{dt}\right|=\frac12\left[1+\frac{2-3t}{\sqrt{t(4-3t)}}\right].$$

Profile A has $N_0=10^{10}$ cm⁻² and the packet $g=G(1-z^2)^2$ for $|z|<1$, where $G=2\times10^{10}$ cm⁻² and $z=(x-1150\ \mathrm{nm})/(250\ \mathrm{nm})$. At its center $t=0.575$, and

$$s=\frac{1.425-\sqrt{0.575\times2.275}}{2}=0.1406,$$

which is 281.3 nm. The weight at that source point is 1.612, so the density there is $(1+2\times1.612)\times10^{10}=4.22\times10^{10}$ cm⁻². The weight grows toward the source, which moves the maximum of B to $4.25\times10^{10}$ cm⁻² at 271 nm. Its packet occupies 147–458 nm, against 900–1400 nm for A.

The packet integral is $16/15$ times height times half-width. It therefore holds

$$\tfrac{16}{15}(2\times10^{10})(2.5\times10^{-5})(10^{-2})=5333$$

traps, with lengths in cm. Multiplication by $qf$ gives 85.4 pA. The uniform density gives 320.4 pA, for a total of 405.9 pA.

Direct summation over the channel gives the following currents. The last column copies the packet heights to the paired points without the Jacobian.

| $V$ (V) | A (pA) | B (pA) | Unweighted (pA) |
|---:|---:|---:|---:|
| 0.097 | 97.22 | 97.22 | 97.22 |
| 0.231 | 190.76 | 190.76 | 179.57 |
| 0.298 | 293.19 | 293.19 | 262.98 |
| 0.364 | 405.88 | 405.88 | 373.51 |

Over the sweep, A and B differ by at most $3.7\times10^{-6}$ of the full current, a residue of the finite cells. The unweighted copy misses by up to 8.0%.

## What the proposed inversion reports

Suppose B is the true profile, but the source flank is assumed fresh. At a drain point $y$ with source partner $x$, the proposed estimate is

$$N_{\rm est}(y)=|U'(y)|\left[\frac{1}{qfW}\frac{dI}{dV}-\frac{N_0}{|U'(x)|}\right]_{V=U(y)} .$$

The true derivative is $[N_0+\tilde g(x)]/|U'(x)|+N_0/|U'(y)|$. Subtracting the assumed source term and inserting $\tilde g(x)=g(y)|U'(x)|/|U'(y)|$ gives $N_{\rm est}(y)=N_0+g(y)$, which is profile A.

Numerical differentiation of B's curve confirms this. It reports a peak of $3.00\times10^{10}$ cm⁻² at 1150 nm, and over 840–1800 nm it differs from A by at most 0.16% of the packet height. The actual peak lies about 880 nm away. A smooth, non-negative result is therefore no evidence that the assumption about the source was right.

## Does gradual turn-on remove the ambiguity?

It does not, provided the response depends on position only through local doping. Replace the step by any function $R(V,N_a(x))$. Paired points have equal $N_a$, hence equal $R$, and the same change of variable applies.

A more detailed local calculation illustrates this. The surface potential is solved at each point with inversion charge included. A trap at energy $E$ above midgap has $n_1=n_ie^{E/k_BT}$, and its occupation $p$ obeys $\dot p=cn(1-p)-cn_1p$. Starting empty,

$$p(t_p)=\frac{n}{n+n_1}\left[1-e^{-c(n+n_1)t_p}\right].$$

This is averaged over a uniform energy distribution. The window reaches to $\pm E_m$, where the emission time $1/(cn_1)$ equals the time $t_e$ available during an edge, so $E_m=-k_BT\ln(cn_it_e)$. Electron and hole emission are given the same coefficient.

At the center of packet A, where $U=0.254$ V, the response reaches 10%, 50% and 90% of its value at the highest top (0.704 V) at 0.188, 0.264 and 0.347 V. This 0.16 V width is over a third of the 0.44 V range of $U$, so reading positions from a sharp threshold would blur the profile. Yet A and B still agree to $8.3\times10^{-10}$ of the largest signal, while the unweighted copy misses by 7.9%. The rate equation above leaves out hole emission during the top, which fills traps well below midgap from the valence band so that they do not pump until $n$ is large. Including it moves the three points to about 59 mV below, 22 mV above and 148 mV above $U$, a width near 0.21 V. The response still depends on position only through $N_a$, so the pairing is unaffected. If the flanks had different, independently known cross-sections or trap-energy spectra, $R$ would differ between paired points and this proof would no longer apply.

## Does trap charge remove it?

Filled acceptor-like traps raise the local level. In the worst case, with every trap charged at turn-on, $U$ becomes $U+aN$ with $a=q/C_{ox}$. The largest shifts are 13.9 mV in A and 19.7 mV in B. The original pair then differs by up to 1.24% of the full current, or 5.0 pA, which a careful measurement might resolve.

This removes that particular pair, not the ambiguity. Let $C(x)=\int_0^xN\,dx'$, and let $C_T(V)$ be the source-flank charge, in units of $qW$, needed to reproduce A's shifted curve once B's drain flank is fresh. While the shifted level rises toward the hump, the traps below level $U(x)+aN(x)$ are those between the source and $x$. Hence

$$C(x)=C_T[U(x)+aN(x)],\qquad \frac{dC}{dx}=N .$$

In this example $C_T$ increases with $V$, so it has an inverse function, written $V_C(C)$, and

$$\frac{dC}{dx}=\frac{V_C(C)-U(x)}{a}.$$

A small error obeys $d\,\delta C/dx=\delta C/(aC_T')$. It grows toward the hump and decays toward the source, so integration starts between packet and hump, where $N=N_0$, and runs toward the source. At levels below the packet, $C_T[U(x)+aN_0]=N_0x$, so $C=N_0x$ solves the equation there; the decay of errors brings the solution onto it up to an exponentially small remainder, and $C(0)=0$ is met to the same accuracy. The density stays positive: differentiating the equation gives $aN'=N/C_T'-U'$, so at $N=0$ the slope would be $-U'/a<0$, and a solution moving toward smaller $x$ cannot come down to zero. Positive $N$ in turn makes $C$, and with it the shifted level, rise toward the hump as assumed.

The total density of the corrected profile peaks at $4.19\times10^{10}$ cm⁻² at 255 nm. Its curve matches A's, with trap charge in both, to $6.1\times10^{-6}$ of the full current.

The mirror-symmetric transistor is a simpler case. There $\bar x=L-x$ and the weight is one. With source and drain at equal bias, exchanging them maps a profile, with its trap properties, onto its mirror image without changing the body current. This symmetry covers trap charge and two-dimensional electrostatics as well.

## Electrons must reach the traps

The integral for $I(V)$ assumes that every place with $U<V$ can receive electrons. A single hump satisfies this when both contacts supply them: between a turned-on point and its own contact, $U$ is lower still. An enclosed dip receives electrons only over its rims. If this leakage is ignored, its effective level is the smaller of the highest $U$ met on the way from the source and the highest met from the drain. With a 0.3 V dip added at the hump and a top of 0.204 V, 53.7% of the channel lies below the top but 47.0% is reached. In this limit the isolated traps enter together when the lower rim is passed, so their arrangement inside the dip is lost. The limit requires a pulse top too short for many electrons to cross the rims. With the 4.9 µs top used here, diffusion over the rims can fill most of the dip's traps, so these percentages illustrate the geometry rather than predict the signal.

The same condition suggests a remedy. Suppose reverse bias stops one contact from supplying electrons, the top stays far enough below the hump that few electrons cross it, and the bias leaves $U$ on the measured flank unchanged. Then one term remains in $dI/dV$. In the sharp model at 0.344 V, the source-only current is 85.6 pA for A and 171.1 pA for B; the drain-only currents are 276.4 and 190.9 pA. Their sums agree, while the separate values identify the damaged flank. This top is only 10 mV below the hump. Since 10% filling occurs 66 mV below $U$ at the packet center, a measurement would need a larger margin.

## Relation to a real device

The graded doping, micrometer channel and 10 nm oxide are roughly in the regime of a diffused-body lateral power transistor. A donor tail from the source can make the source flank much steeper than the 667 nm one used here. If that flank were compressed fivefold with the drain flank held fixed, the linear construction would make the source packet five times narrower and its added density five times higher, about $1.6\times10^{11}$ cm⁻². Trap charge and source-junction fields would then matter much more.

For the chosen channel, the source depletion depth is estimated as 108 nm, short of B's packet. Within the two packets, the lateral variation of doping shifts $U$ by an estimated 10 mV at most, about 2% of its range; closer to the source the same estimate is larger. This estimate leaves out the field of the source junction, which reaches beyond the depletion depth and can lower $U$ by roughly another 20 mV at the source-side edge of B's packet. A pair for a real device must use its actual $U(x)$. The oxide field at the base is about 1 MV/cm, well below a rough breakdown field of 10 MV/cm, and estimated tunnelling is negligible. Electron density reaches 0.21 of the conduction-band effective density at the 0.704 V top of the gradual calculation (0.04 at 0.364 V), so Boltzmann statistics are only moderately accurate at the highest tops. For a mobility of 500 cm²/Vs, a free electron diffuses over half the channel in about 0.8 ns, against 100 ns edges. This alone does not guarantee supply: at turn-on at the hump the electron sheet density is about 6600 times smaller than $N_0$. A diffusion-and-capture estimate for midgap traps lowers the current by about 1 pA and, being nonlocal, separates A from B by about 0.4 pA, or 0.1% of the full current. Quantum confinement and random dopants are omitted.

## Recommendation

The curve supports a statement about the sum of trap contributions at each turn-on level. The claim of drain-side damage needs either independent evidence that the source flank is fresh or a measurement that separates the flanks under the conditions above. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
channel length 2000 nm, width 100 um
oxide 10 nm, temperature 300 K
acceptors: ends 5.00e+16, peak 3.00e+17 cm^-3
frequency 100 kHz, top time 4.9 us
edge time 100 ns, pulse base -2.00 V
capture cross-section 1.0e-15 cm^2
half-filling electron density 1.415e+13 cm^-3
turn-on at ends -0.0868 V, at hump 0.3544 V
strong-inversion threshold at hump 0.7597 V
hump position 666.7 nm
fresh trap density 1.00e+10 cm^-2
A: peak 3.000e+10 cm^-2 at 1150.0 nm
B: peak 4.254e+10 cm^-2 at 270.8 nm
A packet from 900 to 1400 nm
B packet from 146.7 to 458.0 nm
partner of 1150 nm: 281.3 nm
weight at that source point 1.6123
top (V), current A, B, unweighted copy (pA)
  -0.0368  38.69  38.69  38.69
  0.0301  68.23  68.23  68.23
  0.0970  97.22  97.22  97.22
  0.1638  129.24  129.24  129.05
  0.2307  190.76  190.76  179.57
  0.2976  293.19  293.19  262.98
  0.3644  405.88  405.88  373.51
largest A-B difference / full current 3.7e-06
same for unweighted copy 7.98 %
gradual model: A-B 8.3e-10, copy 7.94 %
false inversion of B: peak 3.000e+10 cm^-2
false peak position 1150 nm
false inversion minus A, largest / packet 0.16 %
one-contact test at top 0.3444 V
source only: A 85.61, B 171.05 pA
drain only: A 276.36, B 190.91 pA
dip test: top 0.2044 V
channel below top 53.7 %, reached 47.0 %
trap-charge shift: A 13.92 mV
trap-charge shift: B 19.74 mV
A-B difference with trap charge 1.24 %
after correcting B 6.1e-06 of full current
corrected B peak 4.194e+10 cm^-2 at 255.4 nm
turn-on at packet center 0.2537 V
gradual 10/50/90 % points 0.188, 0.264, 0.347 V
lateral coupling shift, largest estimate 9.77 mV
source-junction depletion 108.1 nm
largest oxide field at base 1.04 MV/cm
log10 tunnelling/fresh pumping current -34.2
largest electron density / 2.8e19 cm^-3: 0.210
diffusion time to nearer contact 0.77 ns
extra traps 5333, Poisson spread 1.37 %
```
